Saturated retained dose of a dilute implant under sputtering, part 1

(Sections cited here and not found follow in the second part.)

**First half: an implant that stays where it stops**

A broad ion beam strikes a flat target. The ions stop below the surface, and the same beam sputters the surface away. Early in the implantation nearly every ion that enters is retained. Later the receding surface reaches material that was implanted before, and some of the earlier ions are lost. The problem is to find how many implanted atoms per unit area the target finally holds, and what that number depends on.

The symbols are these. The ion flux is J, in ions per area and time. The target has N host atoms per volume. Each incident ion removes on average Y host atoms; Y is the sputter yield. The depth x is measured inward, along the surface normal, from the surface as it is at that moment, so that x = 0 travels with the surface. An ion stops at a depth between x and x + dx with probability f(x) dx. The density f is zero for x < 0, and unless stated otherwise every ion enters, so that

∫₀^∞ f(x) dx = 1.

The mean implantation depth is

⟨x⟩ = ∫₀^∞ x f(x) dx,

and it is taken to be finite. The concentration of implanted atoms is c(x,t), in atoms per volume, and the retained areal dose is

M(t) = ∫₀^∞ c(x,t) dx.

Four assumptions define the model. The target is large and uniform across the beam, so one depth coordinate is enough. The implant is dilute: it changes neither N, Y nor f. The implanted atoms take up no extra volume, so there is no swelling. Finally, a stopped atom keeps its place among the host atoms until the surface arrives. This last assumption excludes thermal diffusion, and it also excludes the displacement of stopped atoms by later ions, which is called ion-beam mixing.

**(a) Find the speed of the surface, and derive the equation that c(x,t) obeys in the frame of the moving surface.**

In a time dt, an area A receives J A dt ions, which remove Y J A dt host atoms. These atoms occupied the volume Y J A dt/N. The same volume is A v dt, where v is the speed at which the surface recedes. Hence

v = J Y/N.

Now take a stopped atom. Let X be its depth below the original surface, which is a fixed number because the atom doesn't move relative to the host. After a time t the surface lies at X = v t, so the atom's depth below the present surface is

x = X − v t,  dx/dt = −v.

Seen from the surface, all implanted atoms drift toward it at the speed v. The number of implanted atoms that cross a plane of fixed x in the direction of increasing x, per area and time, is therefore −v c(x,t).

Count the implanted atoms between two planes x₁ and x₂ > x₁. Their number changes by what flows in at x₁, minus what flows out at x₂, plus the ions that stop in between:

d/dt ∫_{x₁}^{x₂} c dx = −v c(x₁,t) + v c(x₂,t) + J ∫_{x₁}^{x₂} f dx.

The first two terms on the right are together the integral of v ∂c/∂x from x₁ to x₂. Since the two planes can be chosen freely, the integrands must agree:

∂c/∂t = v ∂c/∂x + J f(x).

The sign of the drift term can be checked on a profile that increases with depth. There ∂c/∂x is positive, and the motion of the material brings richer layers to a given x, so the concentration at that x must rise. The positive sign is the right one.

No separate boundary condition is needed at the surface. Material moves toward x = 0 and leaves there, so information travels outward from the target. What must be given is the concentration at great depth, which is zero for a target that was clean at the start. Implanted atoms leave through the surface at the rate v c(0,t) per area, together with the host layer in which they sit.

**(b) Find the steady concentration profile. What does it say about the word "dilute"?**

In a steady state ∂c/∂t = 0, so

v dc/dx = −J f(x).

Integrate from a depth x to infinity, where c vanishes:

v [0 − c(x)] = −J ∫ₓ^∞ f(x′) dx′.

The integral on the right is the probability that an ion stops deeper than x. Call it S(x). It falls from S(0) = 1 to zero at great depth, and its slope is dS/dx = −f(x). With J/v = N/Y from part (a),

c(x) = (J/v) S(x) = (N/Y) S(x).

The flux has dropped out. The steady profile never rises with depth, because S never does. This holds even if f has a pronounced buried peak. The reason is that the material at depth x has come up from below, and on its way it has collected every ion that stopped in it at greater depths. A layer near the surface has passed through nearly the whole stopping distribution, and a deep layer has passed through the tail alone.

At the surface S(0) = 1, so

c(0) = N/Y.

This value can be obtained without the profile. In a steady state as many implanted atoms must leave as arrive, so v c(0) = J, which gives c(0) = J/v = N/Y again.

The ratio of implanted to host atoms at the surface is c(0)/N = 1/Y. Because the profile is highest at the surface, this is also the largest ratio anywhere in the target. The assumption of a dilute implant is therefore consistent with saturation if

Y ≫ 1.

This condition isn't a matter of choosing a small fluence, since saturation is reached at whatever fluence it takes. With Y = 20 the implant reaches 5% of the host density at the surface. With Y = 2 the same formula would give 50%, and then the assumptions that N, Y and f stay unchanged, and that the added atoms take no room, have lost their basis. A heavy ion on a target of high yield can satisfy the condition. A light ion that sputters less than one atom can't.

**(c) Find the saturated retained dose. Which properties of the stopping profile does it depend on?**

The dose is the integral of the steady profile:

M = ∫₀^∞ c(x) dx = (N/Y) ∫₀^∞ S(x) dx.

Insert the definition of S:

∫₀^∞ S(x) dx = ∫₀^∞ dx ∫ₓ^∞ dx′ f(x′).

The double integral covers all pairs with 0 < x < x′. The integrand is nowhere negative, so the order of integration may be exchanged. For a given x′ the variable x then runs from 0 to x′:

∫₀^∞ S(x) dx = ∫₀^∞ dx′ f(x′) ∫₀^{x′} dx = ∫₀^∞ x′ f(x′) dx′ = ⟨x⟩.

The saturated dose is therefore

M = N ⟨x⟩/Y.

No property of f has been used except that it is normalised, lies at x > 0 and has a finite mean. Width, skewness, a second peak or a long tail affect M through ⟨x⟩ alone. If two profiles have the same mean depth, and the target and the yield are the same, they saturate at the same dose.

The quantity that enters is the mean depth and not the most probable depth. For a profile that is symmetric about its peak the two agree. For a skewed profile, or a symmetric one that is cut off by the surface, they generally differ, and the dose follows the mean.

The result also has a simple reading in terms of atoms. The product N⟨x⟩ is the number of host atoms per area that lie above the mean depth. Each ion removes Y of them, so N⟨x⟩/Y is the number of ions per area that erodes the surface by the mean depth. The target finally holds as many implanted atoms as the beam delivers in that interval.

Suppose next that a fraction 1 − η of the ions is reflected and that the remaining fraction η enters. The supply term becomes η J f(x), where f still has unit integral and describes the ions that enter. The equation is linear in the supply, so c and M are multiplied by η:

M = η N ⟨x⟩/Y.

Here Y is still the yield per incident ion, because reflected ions can sputter too.

If the mean depth were infinite, the integral of S would diverge and the dose would grow without limit. An ion of finite energy has a finite range, so this case marks the limit of the mathematics and not of a real implantation.

**(d) Obtain the same dose without solving for the profile, by following individual atoms. What happens if the flux varies in time?**

An atom that stops at depth x is removed when the surface has receded by x. The number of ions per area that this takes is found from the removed material: N x host atoms per area, at Y per ion, need the fluence

φ(x) = N x/Y.

Look at the target after a long implantation and ask which atoms are present. Among the ions whose stopping depth lay between x and x + dx, those that arrived within the last φ(x) of fluence are still there, and the earlier ones are gone. The number that stopped in this range of depths, during that interval of fluence, is f(x) dx · φ(x) per area. The sum over all depths is

M = ∫₀^∞ f(x) (N x/Y) dx = N ⟨x⟩/Y.

This argument shows why the shape drops out. The time that an atom stays in the target is proportional to its stopping depth, and the average of a quantity proportional to x needs nothing but the average of x. If residence were proportional to x², the second moment of the profile would enter instead.

It also shows why the flux cancels. At constant flux an atom stays for the time x/v. Twice the flux brings atoms in twice as fast and removes the material above them in half the time. In the derivation just given, time doesn't appear at all. The flux may therefore vary or be interrupted, provided that Y and f don't depend on the flux and that the implanted atoms remain at rest during the pauses.

**(e) The target is clean at the start. Find the retained dose after a fluence Φ, and show that it tends to the value found in (c). What does the shape of f govern?**

After the fluence Φ the surface has receded by

z = Y Φ/N.

Consider the ions that arrived when a fluence φ was still to come, with 0 < φ < Φ. Since then the surface has receded by Yφ/N, so an ion from that group is still present if it stopped deeper than Yφ/N. This has the probability S(Yφ/N). Adding up all groups gives

M(Φ) = ∫₀^Φ S(Yφ/N) dφ.

Substitute x = Yφ/N, so that dφ = (N/Y) dx and the upper limit becomes z:

M(Φ) = (N/Y) ∫₀^z S(x) dx.

The exchange of integrations used in (c) applies again. For a given stopping depth x′, the variable x now runs from 0 to the smaller of x′ and z, so

M(Φ) = (N/Y) ⟨min(x,z)⟩.

The profile follows in the same way. An atom now at depth x, from the group labelled φ, must have stopped at x + Yφ/N. Hence

c(x) = ∫₀^Φ f(x + Yφ/N) dφ = (N/Y) [S(x) − S(x + z)].

This satisfies the equation of part (a). With z = v t, the time derivative is (N/Y) v f(x + z) = J f(x + z). The drift term is v ∂c/∂x = J [−f(x) + f(x + z)], and adding J f(x) gives J f(x + z) as well. As z grows, S(x + z) tends to zero at every x, and the steady profile of (b) is reached.

The rate at which the dose grows is

dM/dΦ = S(z).

At the start S = 1 and every ion adds to the dose, so M ≈ Φ. The rate never becomes negative, so the dose rises toward its limit without overshoot. What is missing at a given stage is

N⟨x⟩/Y − M(Φ) = (N/Y) ∫_z^∞ S(x) dx,

which tends to zero because the full integral of S is finite.

The shape of f thus governs the approach and not the limit. Since min(x,z) is at most x and at most z, its mean is at most ⟨x⟩ and at most z. The retained dose can therefore exceed neither the saturated dose nor the fluence Φ. A profile with vanishing width attains this bound: it retains everything until its depth has been eroded, and from then on the dose is constant.

For a profile of finite width, consider the moment when z = ⟨x⟩. Ions with x < ⟨x⟩ lower the mean of min(x,z) below ⟨x⟩ by the integral of (⟨x⟩ − x) f(x) from x = 0 to x = ⟨x⟩. Deviations below and above the mean balance, so this integral is half the mean absolute deviation. The fraction of the limit reached at that moment is

1 − ⟨|x − ⟨x⟩|⟩/(2⟨x⟩).

For a given mean depth, this fraction is smaller the larger the mean absolute deviation is. The standard deviation doesn't decide it: a narrow peak with a rare, deep tail can have a large standard deviation and still reach a high fraction. The last few percent depend on the tail, through the integral of S beyond z.

**Second half: numbers, swelling and mixing**

The symbols carry over: ion flux J, host density N, sputter yield Y, recession speed v = JY/N, and depth x below the moving surface. The stopping density is f(x), and S(x) is the probability of stopping deeper than x, with S(0) = 1 and ∫₀^∞ S dx = ⟨x⟩. An implant that stays where it stops has the steady profile c = (N/Y) S. Its saturated dose, called M₀ from here on, is N⟨x⟩/Y. After the eroded depth z, the retained dose is (N/Y) ∫₀^z S dx.

For an implant that stays where it stops, the saturated dose is N⟨x⟩/Y, so the stopping profile affects it only through the mean depth, while the shape of the profile governs the approach to this limit. It remains to put in numbers for copper implanted into gold, and to find how swelling, mixing, thermal diffusion and reflection change the dose.
